# Steady Feed-Gas Dissociation in a Stirred Plasma Reactor, part 2

A molecular gas A₂ flows steadily through a plasma reactor of volume \(V\), where electrons split it into atoms by A₂ + e → 2A + e. We ask what fraction \(X\) of the fed A₂ does not leave as A₂.

The feed is \(F\) particles per second. Before dissociation the total density is \(n_0\), the volumetric outflow at reactor conditions is \(S=F/n_0\), and the residence time is \(\tau=V/S=Vn_0/F\). With rate coefficient \(k\) and electron density \(n_e\), the dissociation frequency is \(\nu=k n_e\), and \(a=\nu\tau\). The densities of A₂ and of the atoms are \(n\) and \(n_A\); \(k_B\) is Boltzmann's constant.

For a well-mixed gas of pure A₂, with fixed outflow \(S\) and no recombination, the balance and its steady result, marked by the subscript 0, are

\[
V\frac{dn}{dt}=F-Sn-\nu nV ,
\]

\[
X_0=\frac{a}{1+a},\qquad n=\frac{n_0}{1+a}.
\]

At fixed gas temperature the pressure then rises by the factor \(1+X\). If a throttle valve instead holds the pressure constant, the total density stays at \(n_0\) and the outflow rises from \(S\) to \(Q\). For pure feed, with atoms and molecules removed at the same volumetric speed,

\[
Q=S(1+X),\qquad n=n_0\frac{1-X}{1+X},\qquad \frac{X(1+X)}{1-X}=a .
\]

In a pipe with plug flow, no mixing along its length and fixed volumetric flow, \(X_{\text{pipe}}=1-e^{-a}\), which is larger than \(X_0\).

The worked case has \(V=10.0\) L, a feed of 100 sccm (cubic centimetres per minute, counted at 0 °C and one standard atmosphere), a feed-only pressure of 2.00 Pa, a gas temperature of 400 K, \(k=1.0\times10^{-15}\ \mathrm{m^3\,s^{-1}}\) and \(n_e=1.0\times10^{16}\ \mathrm{m^{-3}}\). These give \(\tau=0.0809\) s, \(\nu=10.0\ \mathrm{s^{-1}}\), \(a=0.809\), \(X_0=0.447\) and a relaxation time \(\tau/(1+a)=0.0447\) s.

### Controlled pressure: diluted feed

Now let the feed contain a mole fraction \(y\) of A₂ in an inert carrier gas. Here \(F\) counts all fed particles, so \(yF\) molecules of A₂ enter per second. Each dissociation still adds one particle, and the total outflow is

\[
F+yFX=F(1+yX),\qquad Q=S(1+yX).
\]

The density of A₂ is \(n=yF(1-X)/Q\), and the balance \(yFX=\nu nV\) becomes, after division by \(yF\),

\[
X=\frac{\nu V}{S}\,\frac{1-X}{1+yX}=a\,\frac{1-X}{1+yX}.
\]

Multiplying out and collecting powers of \(X\) gives

\[
yX^2+(1+a)X-a=0 .
\]

For \(y>0\) the product of the two roots is \(-a/y\), which is negative, so exactly one root is positive. It is

\[
X=\frac{-(1+a)+\sqrt{(1+a)^2+4ya}}{2y}
=\frac{2a}{1+a+\sqrt{(1+a)^2+4ya}} .
\]

The second form follows on multiplying numerator and denominator by \(1+a+\sqrt{(1+a)^2+4ya}\): the numerator becomes \(4ya\), and \(2y\) cancels. This form has a plain limit as \(y\to0\). The square root tends to \(1+a\), and \(X\to a/(1+a)\). Strong dilution therefore justifies the neglect of molar-flow changes at controlled pressure.

The size of the error can be bounded. Since \(a=(1+a)X_0\), the quadratic equation gives

\[
(1+a)(X_0-X)=yX^2,
\qquad
\frac{X_0-X}{X_0}=\frac{yX^2}{a}.
\]

The right side of the first equation is not negative, so \(X\le X_0\). Replacing \(X\) by \(X_0\) in the second then gives

\[
\frac{X_0-X}{X_0}\le\frac{yX_0^2}{a}
=\frac{ya}{(1+a)^2}\le\frac y4 .
\]

The last step uses \((1+a)^2-4a=(1-a)^2\ge0\). The shortfall relative to the ideal value thus never exceeds one quarter for this reaction, and it is also small when \(a\ll1\) or \(a\gg1\). This concerns \(X\) and not the remainder: for \(a\gg1\) the balance gives \(1-X\approx(1+y)/a\), which for pure feed is twice the ideal remainder.

With \(a=0.809\), pure feed gives \(X=0.371\), which is 17% below 0.447. A feed with 10% A₂ gives 0.437, and one with 1% gives 0.446. Integration of the species balances with the total density held constant confirms the three values.

### Reading a density ratio

The distinction between the two modes of operation also matters when a measured density of A₂ is turned into a degree of dissociation. For pure feed at fixed gas temperature,

\[
\frac{n}{n_0}=1-X\quad\text{(fixed outflow)},
\qquad
\frac{n}{n_0}=\frac{1-X}{1+X}\quad\text{(fixed pressure)}.
\]

At fixed pressure the worked case has \(n/n_0=0.629/1.371=0.459\). Reading this as \(1-X\) would give \(X=0.541\) instead of 0.371. Part of the fall in density is caused by the atoms taking up room, and not by loss of molecules from the flow.

The two modes respond differently to the feed rate as well. At fixed \(S\), \(\tau=V/S\) does not depend on \(F\). More feed raises the pressure, but it leaves \(X\) unchanged if \(\nu\) is unchanged. At fixed pressure, \(\tau=Vn_0/F\) falls as the feed rises, and so does \(X\). In practice \(\nu\) may itself depend on pressure, which lies outside this model.

### Gas temperature

So far the gas temperature was the same with and without dissociation. If the plasma heats the gas at controlled pressure, the total density becomes \(p/(k_BT)\), with \(T\) the temperature in the running plasma. The residence time must then be evaluated as

\[
\tau=\frac{V}{F}\,\frac{p}{k_BT}.
\]

It is inversely proportional to \(T\). Using room temperature for a hot gas would overestimate \(\tau\), and hence \(X\).

At fixed pumping speed a similar care is needed. Suppose that the pump draws a volume \(S_p\) per second from gas at a lower temperature \(T_p\) but the same pressure. The density at the pump is larger than in the reactor by the factor \(T/T_p\), so the equivalent outflow at reactor conditions is \(S=S_pT/T_p\). It is this \(S\) that enters \(\tau=V/S\).

### Recombination on the walls

Return to a fixed outflow and pure feed. Let each atom be lost at the walls with frequency \(\nu_w\), and let every two lost atoms return to the gas as one molecule. Per unit volume, the atoms lose \(\nu_wn_A\) per second and the molecules gain half of this. With the same outflow \(S\) for both species, the steady balances are

\[
0=\frac{n_0-n}{\tau}-\nu n+\frac{\nu_w n_A}{2},
\]

\[
0=-\frac{n_A}{\tau}+2\nu n-\nu_w n_A .
\]

Twice the first equation plus the second removes all reaction terms, because reactions conserve the atomic nuclei of A:

\[
0=\frac{2n_0-2n-n_A}{\tau},\qquad n_A=2(n_0-n).
\]

Since the A₂ outflow is \(Sn\), the definition of \(X\) still gives \(n=n_0(1-X)\), and therefore \(n_A=2n_0X\). Inserting both in the first balance and dividing by \(n_0\),

\[
0=\frac X\tau-\nu(1-X)+\nu_wX .
\]

Multiplication by \(\tau\) and collection of the terms in \(X\) give

\[
X=\frac{a}{1+a+\nu_w\tau}.
\]

For \(\nu_w\to0\) this is the ideal result. When \(\nu_w\) is much larger than both \(\nu\) and \(1/\tau\), it becomes \(X\approx\nu/\nu_w\). The flow then drops out, because the composition is set by dissociation against recombination, with pumping a small correction.

For \(X\) to stay close to its ideal value, recombination must satisfy

\[
\nu_w\tau\ll1+a,
\qquad\text{or}\qquad
\nu_w\ll\frac1\tau+\nu .
\]

In the worked case the right side of the second condition is \(1/(0.0447\ \mathrm{s})=22\ \mathrm{s^{-1}}\). For \(\nu_w=1\ \mathrm{s^{-1}}\), \(\nu_w\tau=0.081\) and

\[
X=\frac{0.809}{1.809+0.081}=0.428,
\]

about 4% below the ideal value, relative to that value. For \(\nu_w=100\ \mathrm{s^{-1}}\), \(\nu_w\tau=8.09\) and

\[
X=\frac{0.809}{1.809+8.09}=0.082 .
\]

The ideal formula would then be too high by more than a factor of five. The condition says that an atom must usually reach the pump before it recombines, or else that a molecule must be dissociated again much faster than atoms recombine. It concerns \(X\) only. The fraction leaving as A₂ is \(1-X=(1+\nu_w\tau)/(1+a+\nu_w\tau)\), which exceeds the ideal \(1/(1+a)\) by the factor \(1+a\nu_w\tau/(1+a+\nu_w\tau)\). For \(\nu_w=1\ \mathrm{s^{-1}}\) in the worked case this factor is 1.035. For \(a\gg1+\nu_w\tau\) it approaches \(1+\nu_w\tau\), so the density of A₂ is then close to ideal only if \(\nu_w\tau\ll1\). For \(a\ll1\) the factor stays below \(1+a\) whatever the value of \(\nu_w\).

To relate \(\nu_w\) to a wall, let \(\gamma\) be the probability that an atom striking the wall recombines. For small \(\gamma\), \(\nu_w\approx\gamma\bar v A/(4V)\), with \(\bar v\) the mean thermal speed of the atoms and \(A\) the wall area. For atoms of mass 16 u at 400 K in a cube of 10 L this is about \(5\times10^{3}\,\gamma\ \mathrm{s^{-1}}\). The two cases then correspond to \(\gamma\approx2\times10^{-4}\) and \(\gamma\approx0.02\), and the condition \(\nu_w\ll22\ \mathrm{s^{-1}}\) requires \(\gamma\ll4\times10^{-3}\). In such a reactor the ideal formula holds only for walls that recombine very weakly.

The second case also shows that \(X\) is a net quantity. The number of dissociation events per fed molecule is

\[
\frac{\nu nV}{F}=a(1-X)=(0.809)(0.918)=0.74 .
\]

The electrons are thus nearly as busy as the value of \(a\) suggests, but most of their work is undone at the walls: of these 0.74 events, 0.66 are reversed and 0.08 remain as net dissociation.

This matters when \(\nu\) is inferred from a measured \(X\). Solving the formula with recombination for \(a\) gives

\[
a=\frac{X}{1-X}(1+\nu_w\tau).
\]

Leaving out recombination makes the inferred dissociation frequency too small by the factor \(1+\nu_w\tau\), which is about 9 in the second case.

More generally, let any process return \(R\ge0\) molecules of A₂ per unit volume and time at fixed outflow. The balance \(0=F+RV-Sn-\nu nV\) gives \(n=(F+RV)/[S(1+a)]\), and so

\[
X=1-\frac{Sn}{F}=\frac{a-RV/F}{1+a}\le\frac a{1+a}.
\]

For a well-mixed gas with given \(\nu\) and \(S\), the ideal formula is therefore an upper bound whenever the neglected processes return A₂. Additional destruction of A₂, for example by reactions with atoms, would act in the opposite direction.

### Incomplete mixing

The last assumption is that A₂ has the same density everywhere. To examine it, take a slab of gas of width \(L\) in which the dissociation frequency \(\nu(x)\) varies with position. Let feed and pumping be distributed uniformly over the slab, so that every volume element receives \(n_0/\tau\) molecules and loses \(n/\tau\) per second. With a constant diffusion coefficient \(D\), the steady balance is

\[
Dn''-\nu(x)n+\frac{n_0-n}{\tau}=0,
\]

where primes denote derivatives with respect to \(x\). The walls do not absorb A₂, so \(n'=0\) at both ends. Angle brackets denote the average over the slab, and now \(a=\langle\nu\rangle\tau\). The outflow carries the average density, so \(X=1-\langle n\rangle/n_0\).

Without feed, pumping and reactions, a density variation of the form \(\cos(m\pi x/L)\), with \(m=1,2,\dots\), decays at the rate \(D(m\pi/L)^2\). The slowest has \(m=1\) and decays in the time

\[
t_D=\frac{L^2}{\pi^2D}.
\]

Good mixing is expected when \(t_D\) is short compared with both \(\tau\) and \(1/\langle\nu\rangle\).

The direction of the error can be proved. The density is positive: at its minimum \(n''\ge0\), and the balance there gives \((\nu+1/\tau)n=n_0/\tau+Dn''>0\). One may therefore divide the balance by \(n\). The identity

\[
\frac{n''}{n}=\left(\frac{n'}{n}\right)'+\left(\frac{n'}{n}\right)^2
\]

follows from differentiating \(n'/n\). The average of its first term vanishes, because \(n'=0\) at the walls. Averaging the divided balance and multiplying by \(\tau\) gives

\[
n_0\left\langle\frac1n\right\rangle
=1+a-\tau D\left\langle\left(\frac{n'}{n}\right)^2\right\rangle
\le1+a .
\]

The Cauchy–Schwarz inequality, applied to \(\sqrt n\) and \(1/\sqrt n\), states that \(\langle n\rangle\langle1/n\rangle\ge1\). Hence

\[
\frac{\langle n\rangle}{n_0}\ge\frac{1}{n_0\langle1/n\rangle}\ge\frac1{1+a},
\qquad
X\le\frac{a}{1+a}.
\]

In this arrangement, uneven electron density with incomplete mixing cannot raise the dissociation above the stirred value. Where electrons are dense the molecules are depleted, so the electrons there find fewer molecules to dissociate. The larger value found for the pipe does not contradict this, since feed and outlet are at opposite ends there.

For a numerical case, let \(L=0.20\) m and let \(n_e\) follow \(\sin(\pi x/L)\), with the same average as before. For \(D=1\ \mathrm{m^2\,s^{-1}}\), \(t_D=0.0041\) s. This is about one twentieth of \(\tau\), and the computed \(X=0.4466\) is close to the stirred value 0.4471. If \(D\) is lowered by a factor of one thousand, \(t_D=4.1\) s is much longer than \(\tau\), and \(X\) falls to 0.418. In this example the poor mixing costs about 6.5% of the ideal value. The cost is small because the sine profile is broad. With the same average \(\nu\) confined to a layer at one wall, \(\nu\propto e^{-(x/0.05L)^2}\), \(X\) is 0.421 already for \(D=1\ \mathrm{m^2\,s^{-1}}\) and 0.095 for the lower \(D\). The low \(D\) only illustrates the limit of poor mixing. Since \(D\) is inversely proportional to the gas density at fixed temperature, it would belong to a gas roughly a thousand times denser than that of the worked case.

The numerical output follows.

## Table of computed values

```
Reactor volume: 10.0 L
Feed flow: 100 sccm
Feed-only pressure: 2.00 Pa
Gas temperature: 400 K
Rate coefficient k: 1.0e-15 m^3/s
Electron density ne: 1.0e+16 m^-3
Feed rate F: 4.4780e+19 molecules/s
Feed-only density n0: 3.6215e+20 m^-3
Volumetric outflow S: 0.1237 m^3/s
Residence time tau: 0.08087 s
Dissociation frequency k ne: 10.00 1/s
a = k ne tau: 0.8087 (dimensionless)
X from formula: 0.4471 (fraction)
X from time integration: 0.4471 (fraction)
X from residence-time average: 0.4471 (fraction)
Steady A2 density: 2.0022e+20 m^-3
Relaxation time tau/(1+a): 0.04471 s
ne for half dissociation: 1.237e+16 m^-3
Integrated X at a = 0.1: 0.0909 (fraction)
Integrated X at a = 1.0: 0.5000 (fraction)
Integrated X at a = 10.0: 0.9091 (fraction)
X in unmixed pipe flow: 0.5546 (fraction)
Pressure at fixed speed: 2.894 Pa
X at held pressure, feed fraction 1.00: 0.3710
X at held pressure, feed fraction 0.10: 0.4366
X at held pressure, feed fraction 0.01: 0.4460
nu_w tau at nu_w = 1 1/s: 0.0809
X with nu_w = 1 1/s: 0.4280 (fraction)
nu_w tau at nu_w = 100 1/s: 8.0873
X with nu_w = 100 1/s: 0.0817 (fraction)
Slab width: 0.20 m
Mixing time at D = 1 m^2/s: 0.00405 s
Slab X at D = 1 m^2/s: 0.4466
Mixing time at D = 0.001 m^2/s: 4.05285 s
Slab X at D = 0.001 m^2/s: 0.4179
```
